\section*{Weakest-link area scaling of tunnel-barrier breakdown and memory-array lifetime}

\section{The scaling argument}

A tunnel barrier of area $A$ is held at fixed voltage, polarity and temperature. Let $t$ be its accumulated stress time and $S_A(t)$ the probability that it has not broken down by then. If a reference area $A_0$ and a reference time $\eta_0$ set the scales, dimensional analysis permits any function of $A/A_0$ and $t/\eta_0$. Two symmetries narrow this down.

First, if separate patches of the barrier fail independently, survival probabilities multiply when patches are joined, so $-\ln S_A$ is proportional to area:
\begin{equation}
-\ln S_A(t)=\frac{A}{A_0}\,\varphi\!\left(\frac{t}{\eta_0}\right).
\label{eq:form}
\end{equation}
Second, if a change of area acts as a mere change of the time scale, then multiplying $\varphi$ by a constant must be equivalent to rescaling its argument. A power $\varphi(y)=y^\beta$ has this property, and Lemma 3 shows that no other admissible function does. The result is the Weibull law, with a characteristic time that varies as $A^{-1/\beta}$. The second symmetry is a separate physical input: it does not follow from the weakest-link picture.

\section{Assumptions and theorem}

Times are in seconds and areas in square nanometres. The assumptions are these.

\begin{enumerate}
\item[(a)] Disjoint patches under the same stress fail independently, and the survival law of a patch depends on its area alone.
\item[(b)] The first failed patch breaks the junction. Edges add no failures of their own.
\item[(c)] The cumulative hazard $-\ln S_A(t)$ is finite, continuous and strictly increasing from $0$ to $\infty$ for $0<t<\infty$, and a change of area only rescales time.
\item[(d)] An array has $N$ independent cells of equal area $A$ and equal accumulated stress time. It is lost at its first cell failure; there is no repair or error correction.
\end{enumerate}

\paragraph{Theorem.} Under (a)--(c) there is a $\beta>0$ such that
\begin{equation}
S_A(t)=\exp\!\left[-\left(\frac{t}{\eta_A}\right)^{\beta}\right],\qquad
\eta_A=\eta_0\left(\frac{A}{A_0}\right)^{-1/\beta},
\label{eq:area}
\end{equation}
where $\eta_0$ is the time at which a junction of area $A_0$ has failed with probability $1-e^{-1}$, about $63.2\,\%$. With (d), the array reaches failure probability $p$ at
\begin{equation}
t_p=\eta_0\left[\frac{A_0\,x_p}{N A}\right]^{1/\beta},\qquad x_p=-\ln(1-p).
\label{eq:array}
\end{equation}
At equal $p$, the ratio of array lifetime to single-cell lifetime is $N^{-1/\beta}$. The mean lifetimes have the same ratio.

\section{Proof}

\paragraph{Lemma 1 (monotone additive functions).} If $f(x+y)=f(x)+f(y)$ for all positive $x,y$ and $f$ is nondecreasing, then $f(x)=x f(1)$.

\emph{Proof.} Repeated addition gives $f(kx)=kf(x)$ for every positive integer $k$. For a rational $r=j/k$ this yields $kf(r)=f(j)=jf(1)$, so $f(r)=rf(1)$. For real $x$ take rationals $r<x<r'$. Monotonicity gives $rf(1)\le f(x)\le r'f(1)$, and letting $r$ and $r'$ approach $x$ proves the claim.

\paragraph{Lemma 2 (hazard proportional to area).} Under (a)--(c), $S_A(t)=e^{-A h(t)}$ with $h$ independent of $A$.

\emph{Proof.} Divide a junction of area $A+B$ into patches $A$ and $B$. It survives if both survive, so independence gives $S_{A+B}=S_AS_B$. At fixed $t$ put $f(A)=-\ln S_A(t)$. Then $f(A+B)=f(A)+f(B)$. Since $S_B\le1$, $f(B)\ge0$ and $f$ is nondecreasing. Lemma 1 gives $f(A)=A h(t)$.

\paragraph{Lemma 3 (time rescaling forces a power).} Suppose that for every $m>0$ there is a $c(m)$ with $S_{mA}(t)=S_A(t/c(m))$ for all $t$. Then $h(t)\propto t^\beta$ with $\beta>0$, and $c(m)=m^{-1/\beta}$.

\emph{Proof.} By Lemma 2 the condition reads $m\,h(t)=h(t/c(m))$. Measure $t$ in units of $\eta_0$, write $t=e^u$ and define $G(u)=\ln h(e^u)$. Taking logarithms,
\begin{equation}
G(u)+\ln m=G(u+s),\qquad s=-\ln c(m).
\label{eq:shift}
\end{equation}
By (c), $G$ is continuous and increasing and takes every real value. Any real shift $s$ therefore occurs: choose $\ln m=G(s)-G(0)$, and \eqref{eq:shift} at $u=0$ gives this shift. Inserting this $\ln m$ at general $u$,
\begin{equation}
G(u+s)=G(u)+G(s)-G(0).
\end{equation}
Subtract $G(0)$ from both sides. The function $g(u)=G(u)-G(0)$ then obeys $g(u+s)=g(u)+g(s)$. It is increasing, so Lemma 1 gives $g(u)=\beta u$ for $u>0$, with $\beta=g(1)>0$. Since $g(0)=0$, also $g(-u)=-g(u)$, and the form holds for all $u$. Thus $h=e^{G(0)}t^\beta$. Equation \eqref{eq:shift} becomes $\ln m=\beta s=-\beta\ln c$, or $c=m^{-1/\beta}$.

\paragraph{Proof of the theorem.} The definition of $\eta_0$ requires $A_0h(\eta_0)=1$, so $h(t)=A_0^{-1}(t/\eta_0)^\beta$. Hence
\begin{equation}
-\ln S_A=\frac{A}{A_0}\left(\frac{t}{\eta_0}\right)^\beta
=\left[\frac{t}{\eta_0(A/A_0)^{-1/\beta}}\right]^\beta ,
\end{equation}
which is \eqref{eq:area}. The array survives if all cells do, so
\begin{equation}
S_{\rm array}(t)=S_A(t)^N=\exp\!\left[-\frac{NA}{A_0}\left(\frac{t}{\eta_0}\right)^\beta\right].
\label{eq:sarray}
\end{equation}
Setting this equal to $1-p$ and taking $-\ln$ gives $(NA/A_0)(t_p/\eta_0)^\beta=x_p$. Solving for $t_p$ gives \eqref{eq:array}. The single cell is the case $N=1$, and division leaves $N^{-1/\beta}$ for every $p$.

For a Weibull law with scale $\eta$, the mean lifetime is the integral of the survival probability. With $y=(t/\eta)^\beta$ and $dt=(\eta/\beta)y^{1/\beta-1}dy$,
\begin{equation}
\int_0^\infty e^{-(t/\eta)^\beta}dt=\frac{\eta}{\beta}\int_0^\infty y^{1/\beta-1}e^{-y}dy
=\eta\,\Gamma\!\left(1+\frac1\beta\right).
\end{equation}
Cell and array share $\beta$, so their means are in the ratio of their scales, again $N^{-1/\beta}$. This completes the proof.

\paragraph{Remark (limits).} Equation \eqref{eq:array} contains $N$ and $A$ only through the total barrier area $NA$. For $\beta=1$ the failure rate is constant in time and the lifetime falls as $1/N$. For $\beta>1$ the rate grows with time, early failures are rarer, and the reduction is milder; as $\beta\to\infty$ all cells fail at the same time and the ratio tends to 1. For $\beta<1$ the reduction is stronger than $1/N$.

\section{A microscopic source of the exponent}

Divide the barrier into independent columns of cross-section $a^2$, each with $n$ trap sites in series. A site has become defective by time $t$ with probability
\begin{equation}
q=1-e^{-x},\qquad x=(t/\tau)^\alpha,
\end{equation}
independently of the others. A column conducts when all its sites are defective, which has probability $q^n$. One conducting column breaks the barrier, so
\begin{equation}
S_A=(1-q^n)^{A/a^2}=e^{-(A/a^2)H},\qquad H=-\ln(1-q^n).
\label{eq:column}
\end{equation}

\paragraph{Lemma 4.} For $0<x<1$,
\begin{equation}
x^n\left(1-\frac{nx}{2}\right)\le H\le\frac{x^n}{1-x^n}.
\label{eq:bounds}
\end{equation}

\emph{Proof.} From $1-x\le e^{-x}\le1-x+x^2/2$ follows $x(1-x/2)\le q\le x$. For $0<y<1$, $-\ln(1-y)\ge y$, and $-\ln(1-y)=\ln[1+y/(1-y)]\le y/(1-y)$. Put $y=q^n$. The lower bound is $H\ge q^n\ge x^n(1-x/2)^n\ge x^n(1-nx/2)$, the last step by Bernoulli's inequality. The upper bound is $H\le q^n/(1-q^n)\le x^n/(1-x^n)$, because $y/(1-y)$ increases with $y$.

At early times $H\to x^n=(t/\tau)^{n\alpha}$. Comparing $(A/a^2)(t/\tau)^{n\alpha}$ with $(t/\eta_A)^\beta$ gives
\begin{equation}
\beta=n\alpha,\qquad \eta_A=\tau\left(\frac{a^2}{A}\right)^{1/\beta}.
\end{equation}
In this model a barrier with more sites in series has a larger $\beta$. The model is a simplification: it admits only straight paths and independent sites, and $n$, $\alpha$ and $a$ are chosen here, not measured for any real barrier. If a path may also step to any of the nine nearest columns between layers, there are $9^{n-1}$ paths per column. The early-time exponent is still $n\alpha$, but the scale is multiplied by $9^{-(n-1)/\beta}$, about 0.053 for $n=3$ and $\beta=1.5$, and the approach to the Weibull limit is slower than for straight columns. The Weibull law is its early-time limit, and an array with many columns fails deep inside that limit.

\section{Worked example}

Take round model parameters: $A_0=10000$, $A=2500$ and $a^2=0.25\ \mathrm{nm^2}$; $n=3$ and $\alpha=0.5$, so $\beta=1.5$; $\eta_0=10^{12}$ s of stress; $N=2^{30}=1073741824$; and $p=0.001$, so $x_p=0.0010005$. Here $\eta_0$ denotes the scale of the early-time Weibull law. It fixes $\tau=\eta_0(40000)^{2/3}=1.17\times10^{15}$ s. A time of $10^{12}$ s is about 32000 years and cannot be observed at the operating voltage. In practice $\eta_0$ would have to be inferred from faster tests at higher voltage, which requires a voltage-acceleration law not treated here. The test-junction times below are therefore model quantities.

A cell has a quarter of the test area, which lengthens its scale:
\begin{equation}
\eta_A=10^{12}\times4^{2/3}=2.52\times10^{12}\ \mathrm{s}.
\end{equation}
The number of cells shortens it by $N^{-2/3}=2^{-20}=9.54\times10^{-7}$, to an array scale of $2.40\times10^6$ s. The strict failure criterion contributes $x_p^{2/3}\approx0.0100$. Therefore
\begin{equation}
t_p=2.40\times10^6\times0.0100=2.40\times10^4\ \mathrm{s}=6.68\ \mathrm{h}
\end{equation}
of stress per cell. A single cell at the same $p$ lasts $2.52\times10^{10}$ s in the Weibull limit, and $2.53\times10^{10}$ s under the full column law. If the stress times of separate pulses simply add, 10 ns pulses give $2.40\times10^{12}$ pulses per cell.

The full column law \eqref{eq:column}, solved numerically for the array, gives the same lifetime within the tested relative tolerance of $2\times10^{-5}$. The scaling was also tested by random sampling. With 4000 junctions in each group, a fourfold area, from 1000 to 4000 columns, multiplied the median by 0.381, against $4^{-2/3}=0.397$. Part of this difference is a finite-column effect. At the median $q\approx(\ln2/K)^{1/3}$ for $K$ columns, or 0.089 and 0.056. Since $x=-\ln(1-q)\approx q(1+q/2)$ and $t=\tau x^2\approx\tau q^2(1+q)$, the expected ratio is $0.397\times1.056/1.089\approx0.385$ to this order, and 0.383 without the expansion in $q$. The rest is within the sampling error of about $2\,\%$. For arrays of 1000 Weibull cells the mean lifetime ratio was 0.0099, against $1000^{-2/3}=0.0100$.

\section{How far the result can be extrapolated}

\paragraph{Remark 1 (error in $\beta$).} Write \eqref{eq:array} as
\begin{equation}
\ln t_p=\ln\eta_0-\frac{L}{\beta},\qquad L=\ln\frac{NA}{A_0x_p},\qquad
\left.\frac{\partial\ln t_p}{\partial\beta}\right|_{\eta_0}=\frac{L}{\beta^2}.
\end{equation}
Here $L=26.3$, and the derivative is $26.3/2.25=11.7$. With $\eta_0$ held fixed, $\beta=1.45$ gives $1.31\times10^4$ s and $\beta=1.55$ gives $4.23\times10^4$ s. An error of about $3\,\%$ in the shape thus changes the lifetime by nearly a factor of two. The origin is the depth of the extrapolation: at $t_p$ a test junction has failed with probability $3.7\times10^{-12}$.

\paragraph{Remark 2 (weakest link without Weibull).} The proof of Lemma 2 does not use the time-rescaling part of (c). If that part is dropped, area scaling of the hazard still holds and laws other than Weibull are permitted. Suppose the cell lifetime is lognormal, with the same mean and variance of $\ln t$ as the Weibull cell. For the latter, $t=\eta_AE^{1/\beta}$ with $E$ a unit exponential variable. Since $\ln E$ has variance $\pi^2/6$, the standard deviation of $\ln t$ is $\pi/(\beta\sqrt6)=0.855$. For any cell law the array quantile is the cell quantile at failure probability $1-(1-p)^{1/N}$. The lognormal cell then gives an array lifetime of $4.15\times10^9$ s, which is $1.7\times10^5$ times the Weibull value. Its array-to-cell ratio is $1.3\times10^{-2}$ at $p=0.1$ and $2.2\times10^{-3}$ at $p=0.9$, so no common time factor exists. Two laws that agree in their first two logarithmic moments can differ by five orders of magnitude in the array. The tail needs a physical reason, such as the column model.

\paragraph{Remark 3 (finite number of columns).} On a Weibull plot, $\ln(-\ln S)$ against $\ln t$, the column model has local slope
\begin{equation}
\frac{d\ln H}{d\ln t}=\alpha x\,\frac{n q^{n-1}e^{-x}}{(1-q^n)H}
=\beta\,\frac{x}{e^x-1}\,\frac{q^n}{(1-q^n)H},
\end{equation}
where $e^{-x}/q=1/(e^x-1)$ was used. The last factor is $1+O(q^n)$. At the $63.2\,\%$ time of the test junction, $1.03\times10^{12}$ s, $x\approx0.030$ and the slope is 1.478 instead of 1.5. Extrapolating from that time with slope 1.5 gives 1.03 times the true array lifetime. The tangent slope 1.478 gives 0.79 times it: in the logarithm of the lifetime, the small difference between the inverse slopes is multiplied by $L$. The local slope rises towards $\beta$ at earlier times, so the tangent overstates early failures.

\paragraph{Remark 4 (junction-to-junction spread).} Let each junction have its own scale $\eta_Ae^{\sigma z}$, with $z$ standard normal and common to all patches of that junction. With $u=(A/A_0)(t/\eta_0)^\beta$ and $w=e^{-\beta\sigma z}$,
\begin{equation}
S_A=\langle e^{-uw}\rangle,\qquad
S_{mA}=\langle (e^{-uw})^m\rangle\ge\langle e^{-uw}\rangle^m=S_A^m\quad(m>1)
\end{equation}
by Jensen's inequality. Patches of one junction are now correlated, (a) fails, and the cumulative hazard is no longer proportional to area. The lifetime at a fixed failure probability still varies as $A^{-1/\beta}$, because $S_A$ depends on $A$ and $t$ only through $u$. For $\sigma=0.5$ and $t=5\times10^{11}$ s, a junction of area $4A_0$ survives with probability 0.277, while the fourth power of the test-junction survival is 0.195.

Distinct cells with independent $z$ still obey $S_{\rm array}=S_A^N$. From $v-v^2/2\le1-e^{-v}\le v$ with $v=uw$, and $\langle w^k\rangle=e^{k^2\beta^2\sigma^2/2}$, the cell failure probability is
\begin{equation}
F=u\,e^{\beta^2\sigma^2/2}(1-\delta),\qquad 0\le\delta\le\tfrac12u\,e^{3\beta^2\sigma^2/2}.
\end{equation}
At the array lifetime $u\sim10^{-12}$ and $\delta$ is negligible. The hazard is multiplied by $e^{\beta^2\sigma^2/2}$. Since it varies as $t^\beta$, the array lifetime is multiplied by
\begin{equation}
e^{-\beta\sigma^2/2}=e^{-0.1875}=0.829,
\end{equation}
giving $1.99\times10^4$ s, in agreement with direct quadrature.

The spread has a larger effect if the exponent is read from the slope near the $63.2\,\%$ time. The function $K(u)=-\ln\langle e^{-uw}\rangle$ has $K(0)=0$, and $K''$ is minus the variance of $w$ under the weight $e^{-uw}$. It is therefore strictly concave, so $uK'(u)<K(u)$, and the slope on the Weibull plot, $\beta uK'/K$, is below $\beta$. At the $63.2\,\%$ time of the test population it is 1.19. Extrapolating with this slope gives 0.0125 of the true array lifetime, too short by a factor of 80.

\paragraph{Remark 5 (unequal use).} Let cell $i$ be stressed for a fraction $f_i$ of the operating time $T$, with damage depending on accumulated stress time alone. The hazards add to $\sum_i(f_iT/\eta_A)^\beta$, and setting the sum equal to $x_p$ gives
\begin{equation}
T_p=\eta_A\left[\frac{x_p}{\sum_i f_i^\beta}\right]^{1/\beta}.
\end{equation}
For $\beta>1$ and fixed $\sum_if_i$, convexity makes $\sum_if_i^\beta$ smallest when all $f_i$ are equal. Spreading the writes evenly then gives the longest life. For $\beta=1$ their distribution has no effect. For $\beta<1$ the power is concave and even spreading gives the shortest life.

\paragraph{Remark 6 (edges).} If edge segments also fail independently, the argument of Lemma 2 applied to the perimeter $P$ gives $-\ln S=Ah(t)+Ph_{\rm e}(t)$. Area scaling fails when the second term matters, because $P/A$ grows as a junction of given shape shrinks. The factor $N^{-1/\beta}$ between cell and array survives if $h$ and $h_{\rm e}$ share the same exponent. The numerical output below lists the main values of the worked example and of Remarks 1 to 4.

\section*{Numbers as computed}
\begin{verbatim}
Trap sites per column n = 3; site exponent alpha = 0.5
Weibull shape beta = 1.5
Test area = 10000 nm^2; cell area = 2500 nm^2
Column area = 0.25 nm^2
Columns: test junction 40000, cell 10000
Test-junction scale eta_0 = 1.000e+12 s
Site time tau = 1.1696e+15 s
Cells N = 1073741824; allowed failure probability p = 0.001
-ln(1-p) = 0.0010005
MC median ratio, area x4 = 0.3807
Scaling-law ratio, area x4 = 0.3969
MC mean-life ratio, 1000 cells = 0.00993
Scaling-law ratio, 1000 cells = 0.01000
Cell scale eta_cell = 2.5198e+12 s
Array scale eta_array = 2.4031e+06 s
Single-cell lifetime at p = 2.5207e+10 s
Array/cell lifetime ratio = 9.5367e-07
Array lifetime at p = 2.40391e+04 s
Array lifetime at p = 6.678 h
Array lifetime, full column model = 2.40392e+04 s
Pulse length = 10 ns
Pulses per cell in array lifetime = 2.404e+12
Test-junction failure probability then = 3.727e-12
Logarithmic depth L = 26.315
d ln(t_p)/d beta = 11.696
Array lifetime for beta = 1.45: 1.313e+04 s
Array lifetime for beta = 1.55: 4.233e+04 s
Column model: test 63.2 % time = 1.0300e+12 s
Column model: local slope there = 1.4779
Extrapolated/true array life, slope beta = 1.0300
Extrapolated/true array life, local slope = 0.7921
Lognormal standard deviation of ln t = 0.8550
Array lifetime, matched lognormal = 4.154e+09 s
Lognormal/Weibull array lifetime = 1.728e+05
Lognormal array/cell ratio at p=0.1: 1.296e-02
Lognormal array/cell ratio at p=0.9: 2.205e-03
Spread sigma of ln(eta) = 0.5
Array lifetime with spread = 1.9929e+04 s
Spread lifetime factor = 0.8290
Spread: test 63.2 % time = 1.0157e+12 s
Spread: local slope there = 1.1893
Spread: extrapolated/true array life = 1.253e-02
Spread: time for area check = 5.00e+11 s
Spread: survival at area x4 = 0.2766
Spread: fourth power of test survival = 0.1954
\end{verbatim}
